\section*{Conductivity time for a fourfold scattering rate on a Fermi circle}

\section*{Problem}

Electrons of charge $-e$ and mass $m$ move in a plane with energy $\varepsilon=\hbar^2k^2/2m$. They fill a circle of radius $k_F$ in $\mathbf k$ space, with two spin states per $\mathbf k$. Static disorder scatters an electron out of the direction $\phi$ of its wave vector at the total rate
\begin{equation}
\Gamma(\phi)=A+B\cos^2(2\phi),\qquad A>0,\quad A+B>0 .
\label{rate}
\end{equation}
The temperature is low, the electric field is weak and constant, and there is no magnetic field. Angular means are written $\langle F\rangle=\frac{1}{2\pi}\int_0^{2\pi}F(\phi)\,d\phi$.

\begin{enumerate}
\item[(a)] State a condition on the scattering under which $1/\Gamma(\phi)$ is the relaxation time of each direction. Under that condition, express the conductivity through an angular mean.
\item[(b)] Write $\sigma=ne^2\tau_\sigma/m$, with $n$ the sheet density, and show that $\tau_\sigma=1/\sqrt{A(A+B)}$.
\item[(c)] Compare $\tau_\sigma$ with the inverse average rate $\tau_{\rm av}=1/\langle\Gamma\rangle$, for weak and for strong anisotropy, and explain the difference.
\item[(d)] A weak field pulse, much shorter than any scattering time, shifts the circle rigidly. How does the current decay, and where do the two times appear?
\item[(e)] By how much does $1/\tau_\sigma$ rise when a small isotropic rate is added?
\item[(f)] How does $\tau_\sigma$ change if scattering favours small angles?
\item[(g)] Evaluate the results for $n=5\times10^{14}\ \mathrm{cm^{-2}}$, $m$ equal to 4 electron masses, $A=2\ \mathrm{ps^{-1}}$, $B=30\ \mathrm{ps^{-1}}$ and a temperature of 20 K, and estimate what the model neglects.
\end{enumerate}

\section*{Solution}

\subsection*{(a) From the kinetic equation to an angular mean}

Let $\delta f$ be the change of the occupation from its equilibrium value $f_0(\varepsilon)$. Elastic scattering moves electrons around a circle of constant energy. With a symmetric kernel $W(\phi,\phi')\ge0$, the collision term is
\begin{equation}
\left.\frac{\partial f}{\partial t}\right|_{\rm coll}
=-\Gamma(\phi)\,\delta f(\phi)+\langle W(\phi,\phi')\,\delta f(\phi')\rangle',
\qquad \Gamma(\phi)=\langle W(\phi,\phi')\rangle',
\label{coll}
\end{equation}
where the prime on the bracket means an average over $\phi'$. The first term removes electrons from $\phi$; the second brings them in.

The second term vanishes when $\delta f$ changes sign under $\phi'\to\phi'+\pi$ while $W$ does not. This is a sufficient condition: an electron is scattered into opposite directions with equal probability. A kernel that meets it and gives the rate (\ref{rate}) is
\begin{equation}
W(\phi,\phi')=\frac{\Gamma(\phi)\Gamma(\phi')}{\langle\Gamma\rangle},
\label{kernel}
\end{equation}
because its average over $\phi'$ is $\Gamma(\phi)\langle\Gamma\rangle/\langle\Gamma\rangle=\Gamma(\phi)$.

For a field $E$ along $x$, the force gives $\hbar\dot k_x=-eE$. Since $\partial f_0/\partial k_x=\hbar v_x f_0'(\varepsilon)$, the steady state to first order in $E$ obeys
\begin{equation}
-eEv_xf_0'=-\Gamma\,\delta f
\quad\Longrightarrow\quad
\delta f=\frac{eEv_x}{\Gamma(\phi)}f_0'(\varepsilon).
\label{df}
\end{equation}
This $\delta f$ is odd under $\phi\to\phi+\pi$, since $v_x$ is odd and $\Gamma$ even, so dropping the in-scattering term was consistent. The solution is unique apart from a part independent of angle. Indeed, for the difference $h$ of two solutions,
\begin{equation}
0=\langle\Gamma h^2\rangle-\langle\langle hWh'\rangle\rangle'
=\tfrac12\langle\langle W(h-h')^2\rangle\rangle',
\end{equation}
which, for the positive kernel (\ref{kernel}), forces $h$ to be constant. A constant carries no current.

The current density is $j_x=-2e\int\frac{d^2k}{(2\pi)^2}v_x\,\delta f$. The two minus signs, from the charge and from $f_0'<0$, combine to give a positive conductivity:
\begin{equation}
\sigma_{xx}=2e^2\int\frac{d^2k}{(2\pi)^2}\,\frac{v_x^2}{\Gamma(\phi)}\,(-f_0').
\end{equation}
Now $d^2k=k\,dk\,d\phi=(m/\hbar^2)\,d\varepsilon\,d\phi$ and $v_x^2=(2\varepsilon/m)\cos^2\phi$. At low temperature $-f_0'$ acts as $\delta(\varepsilon-\varepsilon_F)$, so that
\begin{equation}
\sigma_{xx}=\frac{2e^2}{4\pi^2}\,\frac{m}{\hbar^2}\,\frac{2\varepsilon_F}{m}\,
2\pi\left\langle\frac{\cos^2\phi}{\Gamma}\right\rangle
=\frac{2e^2\varepsilon_F}{\pi\hbar^2}\left\langle\frac{\cos^2\phi}{\Gamma}\right\rangle .
\end{equation}
The density is $n=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi=m\varepsilon_F/\pi\hbar^2$, hence
\begin{equation}
\sigma_{xx}=\frac{ne^2}{m}\left\langle\frac{2\cos^2\phi}{\Gamma}\right\rangle
=\frac{ne^2}{m}\left\langle\frac{1+\cos2\phi}{\Gamma}\right\rangle .
\label{weighted}
\end{equation}
Under $\phi\to\phi+\pi/2$ the rate is unchanged and $\cos2\phi$ changes sign, so its term averages to zero. The same argument removes $\sin2\phi$ from $\sigma_{xy}\propto\langle\sin2\phi/\Gamma\rangle$. Therefore
\begin{equation}
\sigma_{xx}=\sigma_{yy}=\frac{ne^2}{m}\left\langle\frac1\Gamma\right\rangle,
\qquad \sigma_{xy}=0,\qquad \tau_\sigma=\left\langle\frac1\Gamma\right\rangle .
\label{mean}
\end{equation}

The fourfold symmetry matters here. For the twofold rate $A+B\cos^2\phi$, the weight in (\ref{weighted}) stays, and $B\cos^2\phi=\Gamma-A$ gives
\begin{equation}
\tau_{xx}=\frac{2}{B}\left(1-A\left\langle\frac1\Gamma\right\rangle\right),
\qquad \tau_{yy}=2\left\langle\frac1\Gamma\right\rangle-\tau_{xx}.
\label{twofold}
\end{equation}

\subsection*{(b) The integral}

Put $\psi=2\phi$. The integrand depends on $\cos^2\psi$, so its mean over a full turn equals its mean over $0<\psi<\pi/2$:
\begin{equation}
\tau_\sigma=\frac2\pi\int_0^{\pi/2}\frac{d\psi}{A+B\cos^2\psi}.
\end{equation}
With $t=\tan\psi$ one has $\cos^2\psi=1/(1+t^2)$ and $d\psi=dt/(1+t^2)$. The factor $1+t^2$ multiplies $A$ in the denominator:
\begin{equation}
\tau_\sigma=\frac2\pi\int_0^\infty\frac{dt}{A(1+t^2)+B}
=\frac2\pi\int_0^\infty\frac{dt}{At^2+(A+B)} .
\end{equation}
An antiderivative is
\begin{equation}
\int\frac{dt}{At^2+(A+B)}=\frac{1}{\sqrt{A(A+B)}}
\arctan\!\left(t\sqrt{\frac{A}{A+B}}\right),
\label{anti}
\end{equation}
and the arctangent runs from $0$ to $\pi/2$. Hence
\begin{equation}
\boxed{\;\tau_\sigma=\frac{1}{\sqrt{A(A+B)}}\;}
\label{result}
\end{equation}
The extreme rates on the circle are $A$ and $A+B$. The effective rate $\Gamma_\sigma=1/\tau_\sigma$ is their geometric mean.

\subsection*{(c) Comparison with the inverse average rate}

Since $\langle\cos^22\phi\rangle=\frac12$, the average rate is $\langle\Gamma\rangle=A+B/2$, the arithmetic mean of the same two extremes. The ratio of the times is
\begin{equation}
R=\frac{\tau_\sigma}{\tau_{\rm av}}=\frac{A+B/2}{\sqrt{A(A+B)}} .
\label{R}
\end{equation}
The square of the numerator exceeds that of the denominator by
\begin{equation}
\left(A+\tfrac B2\right)^2-A(A+B)=\tfrac{B^2}{4}\ge0 ,
\label{gap}
\end{equation}
so $R\ge1$, with equality only for $B=0$. The average rate underestimates the conductivity for either sign of $B$.

For weak anisotropy let $x=B/A$. Then
\begin{equation}
R=\left(1+\frac x2\right)\left(1-\frac x2+\frac{3x^2}{8}-\dots\right)
=1+\frac{x^2}{8}+O(x^3).
\end{equation}
The first-order terms cancel, so the average rate serves well when $|B|\ll A$. For $B\gg A$,
\begin{equation}
\tau_\sigma\simeq\frac1{\sqrt{AB}},\qquad
\tau_{\rm av}\simeq\frac2B,\qquad R\simeq\frac12\sqrt{\frac BA}.
\end{equation}
If $A\to0$ at fixed $B$, $\tau_\sigma$ grows without bound while $\tau_{\rm av}$ stays finite. Electrons near the diagonals $\phi=\pi/4,3\pi/4,\dots$ are then hardly scattered. The local description fails before the limit is reached, once the longest mean free path $v_F/A$ is comparable with the sample size.

The reason for the difference is that all directions respond to the same field and their currents add. They act as conductors in parallel, so times are averaged. Averaging rates would give the strongly scattered directions an influence they do not have on the current.

For $B>0$ this can be measured by the share of the half circle where $\cos^22\phi>\frac12$, that is, $|\psi|<\pi/4$ up to multiples of $\pi$. By (\ref{anti}) with $t$ from $-1$ to $1$, this half contributes to $\langle1/\Gamma\rangle$ the part
\begin{equation}
\frac1\pi\int_{-\pi/4}^{\pi/4}\frac{d\psi}{A+B\cos^2\psi}
=\tau_\sigma\,\frac2\pi\arctan\sqrt{\frac{A}{A+B}} .
\label{share}
\end{equation}
The chosen region has fourfold symmetry, so the fraction multiplying $\tau_\sigma$ is also its share of the current in a field along $x$.

\subsection*{(d) Decay after a short pulse}

A pulse whose field has a nonzero time integral leaves $\delta f\propto\cos\phi$; if the integral is zero, almost no shift remains. Each direction then decays as $e^{-\Gamma t}$, and the current weights it with another $\cos\phi$. The factor $2\cos^2\phi$ again averages as $1$:
\begin{equation}
\frac{j(t)}{j(0)}=\langle e^{-\Gamma t}\rangle
=e^{-(A+B/2)t}\left\langle e^{-(Bt/2)\cos4\phi}\right\rangle
=e^{-(A+B/2)t}\,I_0\!\left(\frac{Bt}{2}\right),
\label{decay}
\end{equation}
where $\cos^22\phi=(1+\cos4\phi)/2$ was used and $I_0$ is the modified Bessel function. Both times can be read off:
\begin{equation}
-\left.\frac{d}{dt}\frac{j(t)}{j(0)}\right|_{0}=\langle\Gamma\rangle=\frac1{\tau_{\rm av}},
\qquad
\int_0^\infty\frac{j(t)}{j(0)}\,dt=\left\langle\frac1\Gamma\right\rangle=\tau_\sigma .
\end{equation}
The average rate governs the first moments after the pulse; the steady conductivity needs the whole area under the decay. The momentary rate $-d\ln j/dt=\langle\Gamma e^{-\Gamma t}\rangle/\langle e^{-\Gamma t}\rangle$ falls with time, because its derivative is minus the variance of $\Gamma$ with weight $e^{-\Gamma t}$. The fast directions die out first.

The preparation of the state matters. If a steady field is switched off instead, the initial distribution is $\cos\phi/\Gamma$, the current is proportional to $\langle e^{-\Gamma t}/\Gamma\rangle$, and its initial relative decay rate is $1/\langle1/\Gamma\rangle=1/\tau_\sigma$.

\subsection*{(e) Adding an isotropic rate}

An isotropic addition raises $A$ at fixed $B$. From $\Gamma_\sigma^2=A^2+AB$,
\begin{equation}
2\Gamma_\sigma\frac{\partial\Gamma_\sigma}{\partial A}=2A+B
\quad\Longrightarrow\quad
\frac{\partial\Gamma_\sigma}{\partial A}=\frac{A+B/2}{\sqrt{A(A+B)}}=R .
\label{slope}
\end{equation}
To first order, an isotropic rate $a$ raises the effective rate by $Ra$, which exceeds $a$ when $B\ne0$. The addition changes the time $1/\Gamma$ of each direction by $-a/\Gamma^2$. The loss is greatest where $\Gamma$ is smallest, in the directions that contribute most to the mean $\langle1/\Gamma\rangle$. Resistivities of separate scattering mechanisms do not simply add here. A second derivative gives
\begin{equation}
\frac{\partial^2\Gamma_\sigma}{\partial A^2}
=\frac{\Gamma_\sigma^2-(A+B/2)^2}{\Gamma_\sigma^3}
=-\frac{B^2}{4\Gamma_\sigma^3},
\end{equation}
by (\ref{gap}), so the magnification weakens as $A$ grows.

\subsection*{(f) Scattering that favours small angles}

Take
\begin{equation}
W=\frac{\Gamma(\phi)\Gamma(\phi')}{\langle\Gamma\rangle}
\left[1+g\cos(\phi-\phi')\right],\qquad |g|\le1 .
\end{equation}
Positive $g$ favours small angles. The out-scattering rate remains $\Gamma(\phi)$, because $\Gamma$ contains only a constant and $\cos4\phi$, both orthogonal to $\cos(\phi-\phi')$. The condition of part (a) is now broken. Write $\delta f=eEv_Ff_0'h(\phi)$, so that $\tau_\sigma=2\langle h\cos\phi\rangle$ and
\begin{equation}
\Gamma h-\langle Wh'\rangle'=\cos\phi .
\end{equation}
The drive is odd under $\phi\to\phi+\pi$ and even under $\phi\to-\phi$, and $h$ inherits both symmetries. Hence $\langle\Gamma h\rangle=0$ and $\langle\Gamma h\sin\phi\rangle=0$. With $C=\langle\Gamma h\cos\phi\rangle$, division by $\Gamma$ leaves
\begin{equation}
h=\frac{\cos\phi}{\Gamma}+\frac{gC}{\langle\Gamma\rangle}\cos\phi .
\end{equation}
Multiply by $\Gamma\cos\phi$ and average. Since $\langle\Gamma\cos^2\phi\rangle=\langle\Gamma\rangle/2$, this gives $C=\frac12+\frac{gC}{2}$, or $C=1/(2-g)$. Therefore
\begin{equation}
\tau_\sigma=\left\langle\frac1\Gamma\right\rangle+\frac{g}{2-g}\,\frac1{\langle\Gamma\rangle}
=\frac1{\sqrt{A(A+B)}}+\frac{g}{2-g}\,\frac{1}{A+B/2}.
\label{biased}
\end{equation}
For $B=0$ the time is $1/[A(1-g/2)]$: small-angle scattering relaxes the current less effectively.

\subsection*{(g) Numbers}

The effective and average rates are
\begin{equation}
\Gamma_\sigma=\sqrt{2\times32}\ \mathrm{ps^{-1}}=8\ \mathrm{ps^{-1}},\qquad
\langle\Gamma\rangle=(2+15)\ \mathrm{ps^{-1}}=17\ \mathrm{ps^{-1}} .
\end{equation}
Thus $\tau_\sigma=125$ fs, $\tau_{\rm av}=58.8$ fs and $R=17/8=2.125$. A numerical solution of the kinetic equation with kernel (\ref{kernel}) on 240 directions also gives 125.00 fs. The mobility $e\tau_\sigma/m$ is $55\ \mathrm{cm^2/Vs}$, and the sheet resistance $m/(ne^2\tau_\sigma)$ is 227 ohm per square. The average rate would give $26\ \mathrm{cm^2/Vs}$ and 483 ohm per square, a resistance too high by $R-1$, or 112.5\% of the correct value.

By (\ref{share}), with $\sqrt{2/32}=1/4$, the strongly scattered half carries $(2/\pi)\arctan(1/4)=15.6\%$ of the current and the other half 84.4\%. The twofold rate with the same $A$ and $B$ gives, by (\ref{twofold}), $\tau_{xx}=(2/30)(1-2\times0.125)$ ps $=50$ fs and $\tau_{yy}=250-50=200$ fs.

After the pulse of part (d), 25\% of the current is left at 125 fs, where a single exponential with time $\tau_\sigma$ would leave 37\%. At 500 fs the order is reversed: 5.5\% against 1.8\%. The true decay starts faster and ends slower, with the same area. The pulse is an idealization here. It must be much shorter than 31 fs, and for a duration of 3 fs the energy $\hbar/(3\ \mathrm{fs})=0.22$ eV is comparable with the Fermi energy, so transitions to other bands, which the model omits, may matter. Raising $A$ from 2 to 3 $\mathrm{ps^{-1}}$ at fixed $B$ gives $\Gamma_\sigma=\sqrt{3\times33}=9.95\ \mathrm{ps^{-1}}$. The rise of 1.95 is slightly below the initial slope 2.125, as the negative second derivative requires.

\subsubsection*{What the model leaves out}

The parameters are round values meant to resemble a conducting plane of a tetragonal layered metal. One carrier per cell of side 0.4 nm gives roughly $6\times10^{14}\ \mathrm{cm^{-2}}$, close to the chosen density. A mass of a few electron masses is a rough value for such metals when correlations are strong. The rates have no typical value, since they depend on purity; those used here describe a disordered plane, and clean crystals have lower ones. The sixteenfold variation of the rate was chosen large to display the effect. Real planes can break both the scattering condition of part (a) and the circular shape.

For $g=0.2$, equation (\ref{biased}) adds $(0.2/1.8)\times58.8=6.5$ fs, a change of 5.2\%. Over the whole range $-1\le g\le1$ of this kernel the factor $g/(2-g)$ runs from $-1/3$ to $1$, so the change lies between about $-16\%$ and $+47\%$. These limits belong to this kernel, for which the mean cosine of the scattering angle is $g/2$ and so at most $1/2$. Scattering peaked more sharply forward, as from charges outside the plane, can make $\tau_\sigma$ several times longer at the same $\Gamma(\phi)$.

For the shape, take $\varepsilon=(\hbar^2k^2/2m)f(\phi)$ with $f=1+w\cos4\phi$, keeping $m$, $n$ and $\Gamma(\phi)$ fixed. The velocity components along and across $\mathbf k$ are $(\hbar k/m)f$ and $(\hbar k/2m)f'$. At fixed angle, $\int k\,dk\,\delta(\varepsilon-\varepsilon_F)=m/(\hbar^2f)$, and on the line $k^2=2m\varepsilon_F/(\hbar^2f)$. Averaging $\sigma_{xx}$ and $\sigma_{yy}$, which are equal, and dividing by $n\propto\langle k^2\rangle\propto\langle1/f\rangle$ gives
\begin{equation}
\tau_\sigma=\frac{\left\langle\left(1+f'^2/4f^2\right)/\Gamma\right\rangle}{\langle1/f\rangle}.
\end{equation}
For this form, corrections start at order $w^2$. For $w=0.1$ the largest radius exceeds the smallest by 10.6\%, yet $\tau_\sigma$ changes by only 0.9\%. This smallness is special to a warping proportional to $k^2$. On a square lattice the leading warping grows as $k^4$. Take $\varepsilon=(\hbar^2/2m)[k^2+2s(k^4/k_0^2)\cos4\phi]$ with $\varepsilon_F=\hbar^2k_0^2/2m$. To first order the weight of each direction is $k\,\partial_k\varepsilon\propto1+2s\cos4\phi$, and $\langle\cos4\phi/\Gamma\rangle/\langle1/\Gamma\rangle=-(17-8)/15=-0.6$, so $\tau_\sigma$ changes by the fraction $-1.2s$, of first order and of either sign. For $s=\pm0.05$ the radii differ by 10.9\% and the change is $-7\%$ or $+5\%$. For nearest-neighbour hopping on a square lattice with 0.8 electron per cell, which is the chosen density for a cell side of 0.4 nm, the radii differ by about 20\%. With the same $\Gamma(\phi)$, the conductivity divided by its value per unit of a uniform relaxation time then gives a time about 12\% above 125 fs.

Thermal smearing is smaller still. At 20 K, $k_BT/\varepsilon_F=0.006$; if $1/\Gamma$ grew in proportion to energy, the conductivity at fixed chemical potential would change by 0.01\%. Inelastic scattering is not included, and its size depends on the metal. Treated as an added isotropic rate that relaxes the current, the Fermi-liquid estimate $(k_BT)^2/(\hbar\varepsilon_F)=0.015\ \mathrm{ps^{-1}}$ would shorten $\tau_\sigma$ by 0.4\%. A rate of order $k_BT/\hbar=2.6\ \mathrm{ps^{-1}}$, which is possible when correlations are strong, would shorten it by 37\%; the model then fails at 20 K and needs a lower temperature.

The semiclassical picture itself needs $k_F\ell\gg1$. Here $1/(k_F\ell)$ is 0.009 for the effective path $v_F\tau_\sigma=20$ nm and 0.035 for the shortest path, 5 nm. The largest level broadening, $\hbar(A+B)=21$ meV, is 7\% of the Fermi energy of 0.30 eV. These ratios are expansion parameters, not computed corrections to the conductivity, and they belong to the parabolic band. On the square-lattice band above, with a mass of 4 electron masses at the band bottom (hopping 60 meV), the Fermi level lies only 25 meV below the van Hove energy, which is comparable with the broadening of 21 meV along the axes; the shortest path is then 1.4 nm and $1/(k\ell)$ reaches 0.12. Quantum interference of scattered waves (weak localization), which in a plane adds a correction growing logarithmically on cooling, is not included. The remaining values are in the numerical output. The current decay there refers to the short pulse of part (d), not to the end of a steady field; the program's comment ``after the field is switched off'' is to be read as ``after the short pulse'', since the computation starts from $\delta f\propto\cos\phi$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
A = 2.0 1/ps
B = 30.0 1/ps
largest rate A+B = 32.0 1/ps
sheet density = 5.0e+14 1/cm^2
mass = 4.0 electron masses
temperature = 20 K
Fermi wave number = 5.605 1/nm
Fermi energy = 0.2992 eV
Fermi velocity = 1.622e+05 m/s
conductivity time (kinetic solve) = 125.00 fs
conductivity time (formula) = 125.00 fs
effective rate = 8.000 1/ps
average rate = 17.000 1/ps
inverse average rate = 58.82 fs
ratio of the two times = 2.1250
longest local time 1/A = 500.0 fs
shortest local time 1/(A+B) = 31.25 fs
share of strongly scattered half = 15.60 %
share of weakly scattered half = 84.40 %
mobility = 54.96 cm^2/Vs
mobility from average rate = 25.87 cm^2/Vs
sheet conductance = 4.403 mS
sheet resistance = 227.1 ohm per square
same from average rate = 482.6 ohm per square
initial current decay rate = 17.000 1/ps
area under current decay = 125.00 fs
current left after 125 fs = 0.2498
exp(-t/tau) at 125 fs = 0.3679
current left after 500 fs = 0.0546
exp(-t/tau) at 500 fs = 0.0183
slope of effective rate against A = 2.1250
effective rate with A raised by 1/ps = 9.950 1/ps
twofold rate, same A and B: tau_xx = 50.00 fs
twofold rate, same A and B: tau_yy = 200.00 fs
forward bias g = 0.2
time with forward bias = 131.54 fs
change by forward bias = 5.23 %
warping w = 0.10
spread of warped Fermi radius = 10.6 %
change by warping = 0.86 %
kT / Fermi energy = 0.00576
change by smearing, tau ~ energy = 0.0109 %
effective mean free path = 20.28 nm
shortest mean free path = 5.07 nm
1/(k_F l), effective path = 0.0088
1/(k_F l), shortest path = 0.0352
hbar(A+B) = 21.06 meV
hbar(A+B) / Fermi energy = 0.0704
\end{verbatim}
